# Static screening of a two-dimensional electron gas at zero temperature: a program that tests the result

```python
# Result under test: static T = 0 screening wavevector q_s(q) of a 2D electron gas,
#   q_s = q_TF                                  for q <= 2 kF,
#   q_s = q_TF * (1 - sqrt(1 - (2 kF/q)^2))     for q >  2 kF,
#   q_TF = g m e^2 / (4 pi eps hbar^2) = g / a_star.
# g: spin times valley degeneracy; m: effective mass; eps: permittivity of medium;
# kF: Fermi wavevector; a_star: effective Bohr radius; Pi: static response function;
# D: density of states; S = Pi/D. Scaled units: kF = 1 and E = k^2, so E_F = 1.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import expit


def shape_formula(q):
    """Derived S(q) at T = 0, with q in units of kF."""
    return 1.0 if q <= 2 else 1.0 - np.sqrt(1.0 - (2.0 / q) ** 2)


def shape_state_sum(q_target, radius=200000.5):
    """S(q) by counting plane-wave states on a square k lattice.

    Returns the actual q/kF allowed by the lattice and the sum."""
    shift = int(round(q_target * radius))
    edge = int(radius) + 1
    kx = np.arange(-edge - shift, edge + 1, dtype=float)

    def column_count(x):
        room = radius**2 - x**2
        return np.where(room >= 0, 2 * np.floor(np.sqrt(np.maximum(room, 0))) + 1, 0)

    difference = column_count(kx) - column_count(kx + shift)
    energy_change = shift * (shift + 2 * kx)
    degenerate = energy_change == 0
    assert np.all(difference[degenerate] == 0)
    total = np.sum(difference[~degenerate] / energy_change[~degenerate])
    return shift / radius, total / np.pi


def shape_diagonalization(q, amplitude=1e-3, points=4000, cutoff=8):
    """S(q) from the density induced by the potential 2*amplitude*cos(q x)."""
    kx = -q / 2 + q * (np.arange(points) + 0.5) / points
    orders = np.arange(-cutoff, cutoff + 1)
    size = len(orders)
    hamiltonian = np.zeros((points, size, size))
    index = np.arange(size)
    hamiltonian[:, index, index] = (kx[:, None] + q * orders) ** 2
    hamiltonian[:, index[:-1], index[1:]] = amplitude
    hamiltonian[:, index[1:], index[:-1]] = amplitude
    energies, vectors = np.linalg.eigh(hamiltonian)
    ky_length = 2 * np.sqrt(np.maximum(1 - energies, 0))
    density_wave = np.sum(vectors[:, :-1, :] * vectors[:, 1:, :], axis=1)
    induced = np.sum(ky_length * density_wave) * q / points
    return -induced / (np.pi * amplitude)


def principal_value(function, low, high, pole, gap=1e-4):
    """Principal value by cutting out a small symmetric interval."""
    left = quad(function, low, pole - gap, limit=400)[0]
    right = quad(function, pole + gap, high, limit=400)[0]
    return left + right


def shape_thermal_direct(q, t):
    """S(q,T) from the definition, t = kT/E_F, at fixed density."""
    mu = 1 + t * np.log(-np.expm1(-1 / t))
    step = 0.02
    y = np.arange(0, 5, step)
    weight = np.full(len(y), 2 * step)
    weight[0] = step
    u = np.arange(step / 2, 7, step)

    def ky_integral(x):
        return expit((mu - x[:, None] ** 2 - y**2) / t) @ weight

    integrand = (ky_integral(u - q / 2) - ky_integral(u + q / 2)) / u
    return np.sum(integrand) * step / (np.pi * q)


def shape_thermal_formula(q, t):
    """S(q,T) from the superposition of zero-temperature responses."""
    mu = 1 + t * np.log(-np.expm1(-1 / t))
    e_q = q * q / 4

    def integrand(energy):
        f = expit((mu - energy) / t)
        return f * (1 - f) / t * np.sqrt(max(1 - energy / e_q, 0))

    return 1 - np.exp(-1 / t) - quad(integrand, 0, e_q, limit=200)[0]


# Explicit sum over states against both branches
q_list = [0.05, 0.5, 1.0, 1.5, 1.9, 2.0, 2.1, 2.5, 3.0, 4.0]
sum_errors = []
for q_value in q_list:
    q_actual, s_sum = shape_state_sum(q_value)
    sum_errors.append(abs(s_sum - shape_formula(q_actual)))
assert max(sum_errors) < 1e-3, sum_errors

# Square-root drop just above 2 kF
q_edge, s_edge = shape_state_sum(2.001)
edge_drop = 1 - s_edge
edge_law = np.sqrt(q_edge - 2)
assert abs(edge_drop / edge_law - 1) < 0.02

# Linear response, including its sign, from diagonalization
diag_results = [(q, shape_diagonalization(q)) for q in (0.6, 1.2, 3.0)]
for q_value, s_diag in diag_results:
    assert abs(s_diag - shape_formula(q_value)) < 5e-3, (q_value, s_diag)

# Principal-value integrals; the cut of width 2e-4 limits the accuracy
for a in (0.2, 0.5, 0.8):
    disk = principal_value(lambda x: np.sqrt(1 - x * x) / (x + a), -1, 1, -a)
    angle = principal_value(lambda p: 1 / (a + np.cos(p)), 0, np.pi, np.arccos(-a))
    assert abs(disk - np.pi * a) < 1e-3
    assert abs(angle) < 1e-3
for a in (1.2, 2.0):
    root = np.sqrt(a * a - 1)
    disk = quad(lambda x: np.sqrt(1 - x * x) / (x + a), -1, 1)[0]
    angle = quad(lambda p: 1 / (a + np.cos(p)), 0, np.pi)[0]
    assert abs(disk - np.pi * (a - root)) < 1e-6
    assert abs(angle - np.pi / root) < 1e-6

# Worked example: round model parameters
mass_ratio, eps_r, n_cm2, g_spin, g_valley, temperature = 0.2, 10.0, 1e13, 2, 1, 300.0
g = g_spin * g_valley
mass = mass_ratio * const.m_e
eps = eps_r * const.epsilon_0
density = n_cm2 * 1e4
k_f = np.sqrt(4 * np.pi * density / g)
e_f = (const.hbar * k_f) ** 2 / (2 * mass)
a_star = 4 * np.pi * eps * const.hbar**2 / (mass * const.e**2)
q_tf = g / a_star
dos = g * mass / (2 * np.pi * const.hbar**2)

# Assemble q_s from Poisson quadrature, state counting and D = n/E_F
for q_value in (1.0, 3.0):
    q_actual, s_sum = shape_state_sum(q_value)
    q_nm = q_actual * k_f * 1e-9
    kernel_nm = quad(lambda z: 1 / (q_nm**2 + z**2), -np.inf, np.inf)[0] / (2 * np.pi)
    coulomb = const.e**2 / eps * kernel_nm * 1e-9
    q_s_numeric = q_actual * k_f * coulomb * (density / e_f) * s_sum
    assert abs(q_s_numeric / (q_tf * shape_formula(q_actual)) - 1) < 3e-3

# Finite temperature: definition against superposition, and loss of the plateau
t = const.k * temperature / e_f
for q_value in (0.5, 1.0, 2.0, 3.0):
    assert abs(shape_thermal_direct(q_value, t) - shape_thermal_formula(q_value, t)) < 1e-4
small_q_limit = 1 - np.exp(-1 / t)
assert abs(shape_thermal_direct(0.05, t) - small_q_limit) < 2e-4
assert shape_thermal_direct(0.5, t) > shape_thermal_direct(1.5, t) + 1e-3

print(f"Effective mass: {mass_ratio:.2f} m_e")
print(f"Relative permittivity: {eps_r:.1f}")
print(f"Sheet density: {n_cm2:.2e} cm^-2")
print(f"Spin and valley degeneracy: {g_spin}, {g_valley}")
print(f"Fermi wavevector kF: {k_f * 1e-9:.4f} nm^-1")
print(f"Twice the Fermi wavevector: {2 * k_f * 1e-9:.4f} nm^-1")
print(f"Fermi energy: {e_f / const.e * 1e3:.2f} meV")
print(f"Density of states D: {dos * const.e * 1e-18:.4f} nm^-2 eV^-1")
print(f"Effective Bohr radius a*: {a_star * 1e9:.4f} nm")
print(f"q_TF: {q_tf * 1e-9:.4f} nm^-1 = {q_tf * 1e-2:.3e} cm^-1")
print(f"q_TF/(2 kF): {q_tf / (2 * k_f):.4f}")
print(f"Temperature of comparison: {temperature:.0f} K")
print(f"kT: {const.k * temperature / const.e * 1e3:.2f} meV; kT/E_F: {t:.4f}")
print(f"q_s/q_TF for q -> 0 at this temperature: {small_q_limit:.4f}")
print("q/kF | q (nm^-1) | q_s/q_TF T=0 | q_s T=0 (nm^-1) | q_s 300 K (nm^-1)")
for q_value in (0.5, 1.0, 1.5, 2.0, 2.5, 3.0, 4.0):
    s_zero = shape_formula(q_value)
    s_warm = shape_thermal_formula(q_value, t)
    print(f"{q_value:.1f} | {q_value * k_f * 1e-9:.4f} | {s_zero:.4f} | "
          f"{s_zero * q_tf * 1e-9:.4f} | {s_warm * q_tf * 1e-9:.4f}")
for angle_deg in (90, 180):
    q_scatter = 2 * k_f * np.sin(np.radians(angle_deg) / 2)
    factor = (q_scatter / (q_scatter + q_tf)) ** 2
    print(f"Scattering angle {angle_deg} deg: q = {q_scatter * 1e-9:.4f} nm^-1, "
          f"squared-element factor = {factor:.4f}")
print(f"State sum, largest error of q_s/q_TF: {max(sum_errors):.1e}")
for q_value, s_diag in diag_results:
    print(f"Diagonalization at q/kF = {q_value:.1f}: q_s/q_TF = {s_diag:.4f}, "
          f"formula {shape_formula(q_value):.4f}")
print(f"Drop of q_s/q_TF at q/kF = {q_edge:.4f}: sum {edge_drop:.5f}, "
      f"square-root law {edge_law:.5f}")
print("ALL CHECKS PASSED")
```

Printed output:

```
Effective mass: 0.20 m_e
Relative permittivity: 10.0
Sheet density: 1.00e+13 cm^-2
Spin and valley degeneracy: 2, 1
Fermi wavevector kF: 0.7927 nm^-1
Twice the Fermi wavevector: 1.5853 nm^-1
Fermi energy: 119.69 meV
Density of states D: 0.8355 nm^-2 eV^-1
Effective Bohr radius a*: 2.6459 nm
q_TF: 0.7559 nm^-1 = 7.559e+06 cm^-1
q_TF/(2 kF): 0.4768
Temperature of comparison: 300 K
kT: 25.85 meV; kT/E_F: 0.2160
q_s/q_TF for q -> 0 at this temperature: 0.9902
q/kF | q (nm^-1) | q_s/q_TF T=0 | q_s T=0 (nm^-1) | q_s 300 K (nm^-1)
0.5 | 0.3963 | 1.0000 | 0.7559 | 0.7469
1.0 | 0.7927 | 1.0000 | 0.7559 | 0.7393
1.5 | 1.1890 | 1.0000 | 0.7559 | 0.7065
2.0 | 1.5853 | 1.0000 | 0.7559 | 0.5671
2.5 | 1.9817 | 0.4000 | 0.3024 | 0.3304
3.0 | 2.3780 | 0.2546 | 0.1925 | 0.2005
4.0 | 3.1707 | 0.1340 | 0.1013 | 0.1027
Scattering angle 90 deg: q = 1.1210 nm^-1, squared-element factor = 0.3567
Scattering angle 180 deg: q = 1.5853 nm^-1, squared-element factor = 0.4585
State sum, largest error of q_s/q_TF: 6.1e-04
Diagonalization at q/kF = 0.6: q_s/q_TF = 1.0000, formula 1.0000
Diagonalization at q/kF = 1.2: q_s/q_TF = 1.0000, formula 1.0000
Diagonalization at q/kF = 3.0: q_s/q_TF = 0.2546, formula 0.2546
Drop of q_s/q_TF at q/kF = 2.0010: sum 0.03161, square-root law 0.03162
ALL CHECKS PASSED
```
